# When the lowest silicon inversion subband does not hold most electrons

## Two subbands are enough to refute the claim

The claim is that the lowest subband of an electron layer, being lowest in energy, holds most of the electrons. Take electrons held against a (100) silicon surface by a field of 0.1 MV/cm at 300 K, and look at just two of their subbands. The lower one, which is the lowest of all, belongs to two valleys with in-plane mass 0.19, so its density of states is proportional to \(2\times0.19=0.38\). The upper one lies 0.0259 eV higher and belongs to four valleys with density-of-states mass 0.417, which gives \(4\times0.417=1.67\). The thermal energy is 0.02585 eV, so the gap costs the upper subband a factor close to \(e^{-1}\). With dilute electrons, the ratio of the populations is

\[
\frac{N_{\rm upper}}{N_{\rm lower}}=\frac{1.67}{0.38}\,e^{-0.02592/0.02585}=4.39\times0.367=1.61 .
\]

The lower subband holds \(1/(1+1.61)=38\) percent of this pair. Further subbands can only reduce its share of the total. The lowest subband therefore holds a minority, and it is not even the fullest. Being lowest in energy secures a majority when the gaps are large compared with the thermal energy, and here they are not.

The masses and the gap were taken as given. They follow from the model below, which also yields the full share and the condition under which the claim becomes true.

## The model and its levels

The potential is \(Fz\) for \(z>0\), with a hard wall at \(z=0\). The algebra is in atomic units, \(F>0\) is the force on the electron, and \(\theta=k_{\rm B}T\). Bands are parabolic, with longitudinal mass \(m_l=0.916\) and transverse mass \(m_t=0.19\) (rough typical values).

Silicon has six valleys, two along each cubic axis. For a (100) surface the mass tensors are diagonal in the surface axes, so motion along the normal separates from motion in the plane. There are two ladders of subbands:

- Unprimed: \(g=2\) valleys, normal mass \(m_z=m_l\), both in-plane masses \(m_t\), hence \(m_d=\sqrt{m_tm_t}=m_t\).
- Primed: \(g'=4\) valleys, normal mass \(m_z'=m_t\), in-plane masses \(m_l\) and \(m_t\), hence \(m_d'=\sqrt{m_lm_t}=0.417\).

The normal motion obeys

\[
-\frac{1}{2m_z}\zeta''(z)+Fz\,\zeta(z)=E\,\zeta(z),\qquad \zeta(0)=0 .
\]

Put \(\xi=z/\ell-E/(F\ell)\). Then \(Fz-E=F\ell\,\xi\), and two derivatives in \(z\) bring a factor \(1/\ell^2\):

\[
\frac{d^2\zeta}{d\xi^2}=2m_zF\ell^3\,\xi\,\zeta .
\]

The choice \(\ell=(2m_zF)^{-1/3}\) makes this Airy's equation. The solution that decays at large \(z\) is \({\rm Ai}(\xi)\). The wall requires \({\rm Ai}(-E/F\ell)=0\). If the zeros of Ai are \(-a_n\), with \(a_0=2.338\), then

\[
E_n=a_nF\ell=a_n\left(\frac{F^2}{2m_z}\right)^{1/3}.
\]

For 0.1 MV/cm, \(F=1.945\times10^{-5}\) atomic units. The lowest unprimed level is \(2.338\,(3.783\times10^{-10}/1.832)^{1/3}=1.382\times10^{-3}\) hartree, or 0.0376 eV. The primed levels are higher by the factor \((m_l/m_t)^{1/3}=1.69\), because the lighter normal mass costs more confinement energy. The first three levels are

- unprimed: 0.0376, 0.0657, 0.0888 eV;
- primed: 0.0635, 0.1111, 0.1500 eV.

The mean distance from the wall follows from \(\langle z\rangle=dE_n/dF\), since \(F\) enters the Hamiltonian only through \(Fz\). As \(E_n\propto F^{2/3}\), this gives \(\langle z\rangle=2E_n/(3F)\): 2.5 nm for the lowest unprimed state and 4.2 nm for the lowest primed one.

## Populations

In one valley, states with in-plane energy below \(K\) fill an ellipse in wave-vector space with semi-axes \(\sqrt{2m_xK}\) and \(\sqrt{2m_yK}\), hence area \(2\pi m_dK\). Multiplying by 2 for spin and dividing by \((2\pi)^2\) gives \(m_dK/\pi\) states per unit area. The density of states is therefore the constant \(m_d/\pi\), and

\[
N_n=\frac{g\,m_d}{\pi}\int_0^\infty\frac{dK}{e^{(E_n+K-\mu)/\theta}+1}
=\frac{g\,m_d\theta}{\pi}\ln\!\left[1+e^{(\mu-E_n)/\theta}\right].
\]

The integral follows from \(1/(e^u+1)=-\,d\ln(1+e^{-u})/du\). When \(\mu\) lies several \(\theta\) below \(E_0\), the logarithm reduces to \(e^{(\mu-E_n)/\theta}\). This is the nondegenerate limit, in which \(\mu\) cancels from every share. Dividing the total population by \(N_0\) gives the share \(f\) of the lowest subband:

\[
\frac1f=\sum_{n\ge0}e^{-(E_n-E_0)/\theta}+r\sum_{n\ge0}e^{-(E_n'-E_0)/\theta},
\qquad r=\frac{g'm_d'}{g\,m_d}=2\sqrt{\frac{m_l}{m_t}}=4.39 .
\]

With the levels above, the first three terms of each sum are

\[
\frac1f=(1+0.337+0.138)+(1.611+0.256+0.057)+0.150=3.549,
\]

where 0.150 collects all higher levels. Hence \(f=28.2\) percent. The lowest primed subband holds \(1.611/3.549=45.4\) percent. The ladders as wholes hold 45.2 percent (unprimed) and 54.8 percent (primed).

Altering one ingredient at a time separates the causes. Without the primed ladder, the lowest subband would hold 62 percent, a majority. With the primed ladder kept but \(r\) set to 1, it would hold 49 percent. The existence of a second ladder at a distance of about \(\theta\) is thus just enough to remove the majority, and its larger density of states brings the share down to 28 percent.

## The correct general statement

**In this model and in the nondegenerate limit, \(f\) depends on field and temperature through \(s=F^{2/3}/\theta\) alone. It rises strictly from 0 to 1 as \(s\) goes from 0 to infinity. There is one value \(s_{1/2}\) above which the lowest subband holds most electrons and below which it does not.**

*Proof.* Every level is proportional to \(F^{2/3}\). Number all subbands other than the lowest by \(j\), and write their gaps as \(c_jF^{2/3}\). Each \(c_j\) is positive: within the unprimed ladder because \(a_n>a_0\), and for the primed ladder because \(m_t<m_l\) puts even \(E_0'\) above \(E_0\). With weights \(w_j\) equal to 1 or \(r\),

\[
\frac1f=1+\sum_j w_j\,e^{-c_js}.
\]

The sum converges for \(s>0\), since \(a_n\) grows as \(n^{2/3}\). For all \(s\) above any fixed \(s_1>0\), its terms are bounded by the terms at \(s_1\), whose sum converges. Continuity and the limit \(s\to\infty\) can therefore be taken term by term. Each term falls strictly and continuously as \(s\) rises, so \(f\) rises strictly and continuously. For \(s\to\infty\) every term vanishes and \(f\to1\). For \(s\to0\) each of infinitely many terms tends to at least 1, so \(1/f\) grows without bound and \(f\to0\). Hence \(f\) passes through one half once. ∎

Solving \(f=1/2\) numerically at 300 K gives a field of 0.229 MV/cm. At a fixed 0.1 MV/cm, the same \(s\) is reached at

\[
T=300\ {\rm K}\times\left(\frac{0.1}{0.229}\right)^{2/3}=173\ {\rm K}.
\]

Below that temperature the claim holds in this model: at 77 K the share is 91 percent. At 400 K it is 21 percent.

A second changeover concerns which subband is fullest. The two lowest subbands of the ladders are equally filled when \(r\,e^{-(E_0'-E_0)/\theta}=1\), that is, when

\[
a_0\left(\frac{F^2}{2}\right)^{1/3}\left(m_t^{-1/3}-m_l^{-1/3}\right)=\theta\ln r .
\]

At 300 K the right side is \(0.02585\times1.480=0.0383\) eV. The gap is 0.0259 eV at 0.1 MV/cm and grows as \(F^{2/3}\), so the field is \(0.1\,(0.0383/0.0259)^{3/2}=0.18\) MV/cm. Between 0.18 and 0.23 MV/cm the lowest subband is the fullest but still holds less than half.

## The weak-field limit

As \(F\to0\) the levels crowd together, and each sum becomes a phase-space integral:

\[
\sum_ne^{-E_n/\theta}\simeq\int_0^\infty\!dz\int_{-\infty}^{\infty}\frac{dp}{2\pi}\,e^{-(p^2/2m_z+Fz)/\theta}
=\sqrt{\frac{m_z\theta}{2\pi}}\;\frac{\theta}{F}.
\]

Multiplied by \(g\,m_d\), this is proportional to \(2m_t\sqrt{m_l}\) for the unprimed valleys and to \(4\sqrt{m_lm_t}\sqrt{m_t}=4m_t\sqrt{m_l}\) for the primed ones. The unprimed valleys then hold one third of the electrons, as two equivalent valleys out of six must in bulk silicon. Dividing the weight \(2m_te^{-E_0/\theta}\) of the lowest subband by the total gives

\[
f\,e^{E_0/\theta}\simeq\frac{\sqrt{2\pi}\,F}{3\sqrt{m_l}\,\theta^{3/2}} .
\]

The share vanishes with the field because ever more subbands lie within \(\theta\) of the bottom. At 0.1 MV/cm the unprimed total of 45 percent is still nearer to the classical third than to the full occupation of the strong-field limit.

## A transistor near threshold

These numbers suit a long-channel silicon transistor with an n-type channel in p-type material near threshold. For acceptor doping \(N_A=4\times10^{16}\) cm\(^{-3}\) and relative permittivity 11.7, Gauss's law gives a depletion width \(W=\varepsilon F/(eN_A)=162\) nm, with \(F\) here the electric field. The band bending is \(eFW/2=0.81\) eV. With an intrinsic density of roughly \(10^{10}\) cm\(^{-3}\), the classical sheet density \((n_i^2/N_A)\,e^{0.808/0.02585}\,\theta/(eF)\) is about \(2.4\times10^{10}\) cm\(^{-2}\). Confinement raises the levels and lowers this to about \(1.2\times10^{10}\) cm\(^{-2}\). I take \(2\times10^{10}\) cm\(^{-2}\), a deliberately high value for testing the nondegenerate limit. The logarithmic population law then puts \(\mu\) 0.17 eV below \(E_0\), and Fermi statistics leave the share at 28.2 percent.

Other neglected effects matter more. Taken singly, they change the share from 28.2 percent to the following values:

- Lowering the field by the whole drop across the inversion charge, 0.003 MV/cm: 27.5 percent.
- Depletion curvature, \(Fz\to F(z-z^2/2W)\): 27.5 percent.
- The repulsive image potential \((\varepsilon_s-\varepsilon_o)/[4\varepsilon_s(\varepsilon_s+\varepsilon_o)z]\), with relative permittivities 11.7 and 3.9: 25.9 percent.
- Penetration into an oxide with a 3.1 eV barrier and mass 0.5: 26.3 percent.
- Nonparabolicity of 0.5 per eV: 27.5 percent.

Curvature and image levels come from finite-difference diagonalization, and penetration from matching Ai to a decaying exponential. Nonparabolicity is taken to first order, with level shifts \(-\alpha E^2/5\) and density-of-states factors \(1+2\alpha(E/3+\theta)\). Here \(E/3\) and \(E^2/5\) are the means of the normal kinetic energy and of its square.

Adding the level shifts of the last four effects, without cross terms, gives 23 percent for the lowest subband and 48 percent for the lowest primed one. The figure of 28 percent thus belongs to the ideal triangular well. The corrections lower it by about a fifth of its value and strengthen the conclusion.

Scattering blurs the subbands. A rough mobility of 600 cm2/Vs, with mass \(m_t\), implies a width \(\hbar/\tau\) of 0.01 eV, which is not small beside the 0.026 eV gap. Tunnelling through 5 nm of oxide is negligible, with a factor \(e^{-2\kappa t}\) below \(10^{-27}\). The band bending is below the gap of about 1.12 eV, so without drain bias this layer offers no band-to-band tunnelling path.

Heavier doping reverses the verdict. At fixed band bending \(F^2\propto N_A\), so the half-filling field of 0.229 MV/cm corresponds to about \(2\times10^{17}\) cm\(^{-3}\). Above that doping, the ideal model puts most electrons in the lowest subband near threshold; with the last four corrections above included, the half-filling field rises to roughly 0.35 to 0.39 MV/cm. This range is only indicative: once the wave function penetrates the oxide it is finite at \(z=0\), the mean of the \(1/z\) image potential diverges logarithmically, and the cross term depends on how that potential is cut off at the interface. The bending at threshold grows with doping, to about 0.93 eV here, so these fields correspond to about 4 to \(5\times10^{17}\) cm\(^{-3}\). In strong inversion the electrons shape their own potential, and towards \(10^{13}\) cm\(^{-2}\) they also become degenerate at 300 K, so these shares no longer apply. Strain, which shifts the valleys against each other, and exchange and correlation are also left out.

All numerical values are calculated from the stated model.
